# Thermal Buckling Strain of a Clamped Circular Nanowire: verification in Python

```python
"""
Result under test: a straight circular wire between rigid clamps first buckles
at the compressive thermal strain  strain_c = pi^2 R^2 / L^2.
R: wire radius; L: gap between clamps; E: Young modulus; A: section area;
I: second moment of area; P: compressive force;
thermal strain = (free length of heated wire - L) / L.
Reference state: zero net axial force, surface stress included.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import nano, micro, giga, mega


def critical_strain(radius, length):
    return np.pi**2 * radius**2 / length**2


# ---- Section property from its definition --------------------------------
def second_moment(radius):
    return quad(lambda y: 2 * y**2 * np.sqrt(max(radius**2 - y**2, 0.0)),
                -radius, radius)[0]


moment_unit = second_moment(1.0)
assert abs(moment_unit / (np.pi / 4) - 1) < 1e-7


# ---- Clamped boundary conditions as a determinant, q = kL -----------------
def clamp_determinant(q):
    c, s = np.cos(q), np.sin(q)
    return np.linalg.det(np.array([[1, 0, 1, 0],
                                   [0, 1, 0, q],
                                   [1, 1, c, s],
                                   [0, 1, -q * s, q * c]], dtype=float))


for q in (0.7, 2.3, 4.1, 7.7, 10.2):
    u = q / 2
    factored = 4 * q * np.sin(u) * (np.sin(u) - u * np.cos(u))
    assert abs(clamp_determinant(q) - factored) < 1e-9 * (1 + abs(factored))

scan = np.linspace(0.3, 10.0, 1000)
values = np.array([clamp_determinant(q) for q in scan])
roots = [brentq(clamp_determinant, scan[i], scan[i + 1])
         for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0]
assert abs(roots[0] - 2 * np.pi) < 1e-8


# ---- Nonlinear chain: extensible segments joined by bending springs -------
# Units: EA = 1 and gap = 1. No beam equation is used.
def chain_energy(heights, strain, radius, tension):
    n = heights.shape[1] + 1
    spacing, free_length = 1 / n, (1 + strain) / n
    rise = np.diff(np.pad(heights, ((0, 0), (1, 1))), axis=1)
    seg_length = np.hypot(spacing, rise)
    angle = np.arctan2(rise, spacing)
    stretch = np.sum((seg_length - free_length)**2, axis=1) / (2 * free_length)
    bend = np.sum(np.diff(angle, axis=1)**2, axis=1)
    # A wall spring spans half a segment, so it is twice as stiff.
    bend = bend + 2 * (angle[:, 0]**2 + angle[:, -1]**2)
    stiffness = moment_unit / np.pi * radius**2
    return (stretch + stiffness * bend / (2 * free_length)
            + tension * np.sum(seg_length, axis=1))


def lowest_curvature(strain, n, radius, tension):
    m, step = n - 1, 1e-6
    unit = np.eye(m) * step
    first = np.repeat(unit, m, axis=0)
    second = np.tile(unit, (m, 1))

    def energy(heights):
        return chain_energy(heights, strain, radius, tension)

    hessian = (energy(first + second) - energy(first - second)
               - energy(second - first) + energy(-first - second))
    hessian = hessian.reshape(m, m) / (4 * step**2)
    return np.linalg.eigvalsh((hessian + hessian.T) / 2)[0]


def chain_threshold(radius, tension=0.0):
    coarse, fine = [brentq(lowest_curvature, 1e-3, 3e-2,
                           args=(n, radius, tension), xtol=1e-9)
                    for n in (20, 40)]
    return (4 * fine - coarse) / 3  # removes the error of order 1/n^2


test_radius = 0.03
chain_strain = chain_threshold(test_radius)
formula_strain = critical_strain(test_radius, 1.0)
# Tolerance covers extrapolation and finite-difference errors; a different
# definition of strain would shift the answer by nearly one per cent.
assert abs(chain_strain / formula_strain - 1) < 2e-4
thin_ratio = chain_strain / chain_threshold(test_radius / 2)
assert abs(thin_ratio - 4) < 4e-3

# Constant tension T (as from surface stress) raises the threshold by T/EA,
# up to a relative error of the order of the strain itself.
test_tension = 0.002
tension_shift = chain_threshold(test_radius, test_tension) - chain_strain
assert abs(tension_shift / test_tension - 1) < 0.02


# ---- Discrete beam with shear and yielding clamps; EI = 1, L = 1 ----------
def beam_load(shear_stiffness=1e7, clamp_length=0.0, n=120):
    h = 1 / n
    slope = np.zeros((n, 2 * n - 1))
    for i in range(n):
        if i < n - 1:
            slope[i, i] = 1 / h
        if i > 0:
            slope[i, i - 1] = -1 / h
    rotation = np.hstack([np.zeros((n, n - 1)), np.eye(n)])
    turn = np.diff(rotation, axis=0)
    shear = slope - rotation
    elastic = turn.T @ turn / h + h * shear_stiffness * shear.T @ shear
    for end in (0, -1):
        elastic += (np.outer(rotation[end], rotation[end])
                    / (h / 2 + clamp_length))
    geometric = h * slope.T @ slope
    return 1 / eigh(geometric, elastic, eigvals_only=True)[-1]


euler_load = 4 * np.pi**2
rigid_load = beam_load()
assert abs(rigid_load / euler_load - 1) < 1e-3
hinged_ratio = beam_load(clamp_length=1e5) / rigid_load
assert abs(hinged_ratio - 0.25) < 1e-3
shear_test = beam_load(shear_stiffness=400.0)
assert abs(shear_test / (euler_load / (1 + euler_load / 400)) - 1) < 1e-3
clamp_drop = 1 - beam_load(clamp_length=0.01) / rigid_load
assert abs(clamp_drop / 0.04 - 1) < 0.1  # first-order estimate 4*l/L

# ---- Gold nanowire over a silicon trench; rough material values ----------
R, L = 50 * nano, 5 * micro
E, G, shear_factor = 78 * giga, 27 * giga, 0.9
alpha_wire, alpha_support = 14.2e-6, 2.6e-6
surface_stress = 1.5
alpha_slope = 5e-9
yield_stress = 300 * mega

mismatch = alpha_wire - alpha_support
area, inertia = np.pi * R**2, np.pi * R**4 / 4
strain_c = critical_strain(R, L)
rise_c = strain_c / mismatch
force_c = 4 * np.pi**2 * E * inertia / L**2
stress_c = force_c / area
assert abs(stress_c / (E * strain_c) - 1) < 1e-12
surface_strain = 2 * surface_stress / (E * R)
shear_ratio = force_c / (shear_factor * G * area)
shear_drop = shear_ratio / (1 + shear_ratio)

print("TESTS")
print(f"First determinant root kL: {roots[0]:.6f} (2 pi = {2*np.pi:.6f})")
print(f"Second determinant root kL: {roots[1]:.4f}")
print(f"Chain test, R/L: {test_radius:.3f}")
print(f"Chain threshold strain: {chain_strain:.6e}")
print(f"Formula threshold strain: {formula_strain:.6e}")
print(f"Threshold ratio on halving R: {thin_ratio:.4f}")
print(f"Tension shift / (T/EA): {tension_shift/test_tension:.4f}")
print(f"Hinged load / clamped load: {hinged_ratio:.4f}")
print(f"Load drop, clamp give 0.01 L per end: {100*clamp_drop:.2f} %")
print("EXAMPLE INPUTS (material values rough)")
print(f"Radius R: {R/nano:.0f} nm")
print(f"Length L: {L/nano:.0f} nm")
print(f"Young modulus E: {E/giga:.0f} GPa")
print(f"Shear modulus G: {G/giga:.0f} GPa")
print(f"Shear factor: {shear_factor:.1f}")
print(f"Expansion of gold: {alpha_wire*1e6:.1f} 1e-6/K")
print(f"Expansion of silicon: {alpha_support*1e6:.1f} 1e-6/K")
print(f"Expansion mismatch: {mismatch*1e6:.1f} 1e-6/K")
print(f"Surface stress: {surface_stress:.1f} N/m")
print(f"Slope of expansion mismatch, upper size: {alpha_slope:.1e} 1/K^2")
print(f"Nanowire yield stress: {yield_stress/mega:.0f} MPa")
print("EXAMPLE RESULTS")
print(f"R/L: {R/L:.4f}")
print(f"Section area A: {area/nano**2:.1f} nm^2")
print(f"Second moment I: {inertia/nano**4:.4e} nm^4")
print(f"Critical strain: {strain_c:.4e} = {100*strain_c:.4f} %")
print(f"Critical temperature rise: {rise_c:.1f} K")
print(f"Critical force: {force_c/nano:.1f} nN")
print(f"Critical compressive stress: {stress_c/mega:.1f} MPa")
for other in (3 * micro, 10 * micro):
    e = critical_strain(R, other)
    print(f"L = {other/nano:.0f} nm: strain {e:.4e}, rise {e/mismatch:.1f} K")
print("NEGLECTED EFFECTS")
print(f"Surface-stress strain offset: {surface_strain:.3e}")
print(f"Surface-stress temperature offset: {surface_strain/mismatch:.1f} K")
print(f"Threshold rise from unstressed core: "
      f"{(strain_c+surface_strain)/mismatch:.1f} K")
print(f"Clamp give of depth R, load drop: {100*4*R/L:.1f} %")
print(f"Clamp give of depth R, extra strain needed: {100*2*R/L:.1f} %")
print(f"Shear, load drop: {100*shear_drop:.2f} %")
print(f"Varying expansion, change of rise: "
      f"{100*alpha_slope*rise_c/(2*mismatch):.1f} %")
print(f"Radius growth, change of strain: {100*2*alpha_wire*rise_c:.2f} %")
print(f"Critical stress / yield stress: {stress_c/yield_stress:.2f}")
print("success")
```

It prints:

```
TESTS
First determinant root kL: 6.283185 (2 pi = 6.283185)
Second determinant root kL: 8.9868
Chain test, R/L: 0.030
Chain threshold strain: 8.882582e-03
Formula threshold strain: 8.882644e-03
Threshold ratio on halving R: 4.0000
Tension shift / (T/EA): 1.0110
Hinged load / clamped load: 0.2500
Load drop, clamp give 0.01 L per end: 3.88 %
EXAMPLE INPUTS (material values rough)
Radius R: 50 nm
Length L: 5000 nm
Young modulus E: 78 GPa
Shear modulus G: 27 GPa
Shear factor: 0.9
Expansion of gold: 14.2 1e-6/K
Expansion of silicon: 2.6 1e-6/K
Expansion mismatch: 11.6 1e-6/K
Surface stress: 1.5 N/m
Slope of expansion mismatch, upper size: 5.0e-09 1/K^2
Nanowire yield stress: 300 MPa
EXAMPLE RESULTS
R/L: 0.0100
Section area A: 7854.0 nm^2
Second moment I: 4.9087e+06 nm^4
Critical strain: 9.8696e-04 = 0.0987 %
Critical temperature rise: 85.1 K
Critical force: 604.6 nN
Critical compressive stress: 77.0 MPa
L = 3000 nm: strain 2.7416e-03, rise 236.3 K
L = 10000 nm: strain 2.4674e-04, rise 21.3 K
NEGLECTED EFFECTS
Surface-stress strain offset: 7.692e-04
Surface-stress temperature offset: 66.3 K
Threshold rise from unstressed core: 151.4 K
Clamp give of depth R, load drop: 4.0 %
Clamp give of depth R, extra strain needed: 2.0 %
Shear, load drop: 0.32 %
Varying expansion, change of rise: 1.8 %
Radius growth, change of strain: 0.24 %
Critical stress / yield stress: 0.26
success
```
